# Antisymmetric exchange and the transverse g factor of a spin-1/2 triangle: test program

```python
"""
Spin-1/2 triangle with antisymmetric exchange.

H = J sum S_i.S_j + delta S_1.S_2 + sum_cyc D_ij (S_i x S_j)_z + x n.S
J: exchange (J > 0 antiferromagnetic); delta: isosceles change of bond 1-2;
D_ij: z component of the antisymmetric exchange, all equal to D unless stated;
x = g mu_B B: Zeeman energy; n: field direction. Energies in cm^-1.

Result under test: the two S=1/2 Kramers doublets are split by
gap = sqrt(delta^2 + 3 D^2), with g_par = g and g_perp = g |delta| / gap.
Hence the equilateral triangle has gap sqrt(3)|D| and g_perp = 0.
The reference side is diagonalization of the full eight-state Hamiltonian.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

SX = np.array([[0, 1], [1, 0]], complex) / 2
SY = np.array([[0, -1j], [1j, 0]]) / 2
SZ = np.diag([0.5, -0.5]).astype(complex)
ID = np.eye(2)


def site_operator(op, site):
    factors = [ID, ID, ID]
    factors[site] = op
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


spin = [[site_operator(op, k) for op in (SX, SY, SZ)] for k in range(3)]
total = [sum(spin[k][a] for k in range(3)) for a in range(3)]
pairs = [(0, 1), (1, 2), (2, 0)]
dot = [sum(spin[i][a] @ spin[j][a] for a in range(3)) for i, j in pairs]
cross_z = [spin[i][0] @ spin[j][1] - spin[i][1] @ spin[j][0]
           for i, j in pairs]
kappa = sum(cross_z)


def hamiltonian(J, delta, D, x=0.0, n=(0, 0, 1)):
    D_pairs = np.broadcast_to(D, 3)
    H = J * sum(dot) + delta * dot[0]
    H = H + sum(d * c for d, c in zip(D_pairs, cross_z))
    return H + x * sum(n[a] * total[a] for a in range(3))


def levels(*args, **kwargs):
    return np.linalg.eigvalsh(hamiltonian(*args, **kwargs))


def zero_field_gap(J, delta, D):
    E = levels(J, delta, D)
    return E[2] - E[0]


def doublet_g(J, delta, D, g, n):
    """g values of lower and upper doublet from a small-field splitting."""
    x = 1e-2
    E = levels(J, delta, D, x, n)
    return g * (E[1] - E[0]) / x, g * (E[3] - E[2]) / x


J, D, delta, g = 200.0, 10.0, 20.0, 2.0
x_axis, z_axis = (1, 0, 0), (0, 0, 1)

# Equilateral triangle: splitting, and quartet left untouched
for J_t, D_t in [(200, 10), (200, -10), (50, 7), (120, 0.3)]:
    E = levels(J_t, 0, D_t)
    assert np.isclose(E[2] - E[0], np.sqrt(3) * abs(D_t), atol=1e-10)
    assert np.allclose(E[[0, 2]], E[[1, 3]], atol=1e-10)
    assert np.allclose(E[4:], 0.75 * J_t, atol=1e-10)
S_squared = sum(t @ t for t in total)
assert np.allclose(kappa @ S_squared, S_squared @ kappa)

# Explicit chiral basis: odd spin k carries the phase omega^(q k)
omega = np.exp(2j * np.pi / 3)
columns = []
for q in (1, -1):
    up, down = np.zeros(8, complex), np.zeros(8, complex)
    for k in (1, 2, 3):
        one_down = 2 ** (3 - k)
        up[one_down] = omega ** (q * k) / np.sqrt(3)
        down[7 - one_down] = -omega ** (q * k) / np.sqrt(3)
    columns += [up, down]
basis = np.array(columns).T
assert np.allclose(basis.conj().T @ basis, np.eye(4))
assert np.allclose(S_squared @ basis, 0.75 * basis)


def project(op):
    return basis.conj().T @ op @ basis


tau_x, tau_z = 2 * SX, 2 * SZ
chirality = sum(spin[i][2] @ cross_z[p] for i, p in [(0, 1), (1, 2), (2, 0)])
triple = sum(spin[0][a] @ (spin[1][b] @ spin[2][c] - spin[1][c] @ spin[2][b])
             for a, b, c in [(0, 1, 2), (1, 2, 0), (2, 0, 1)])
assert np.allclose(chirality, triple)
assert np.allclose(project(triple), np.sqrt(3) / 4 * np.kron(tau_z, ID))
for c in cross_z:
    assert np.allclose(project(c), np.kron(tau_z, SZ) / np.sqrt(3))
n_test = np.array([0.36, 0.48, 0.8])
H_test = hamiltonian(J, delta, D, 3.0, n_test)
H_eff = ((-0.75 * J - delta / 4) * np.eye(4)
         + delta / 2 * np.kron(tau_x, ID)
         + np.sqrt(3) * D * np.kron(tau_z, SZ)
         + 3.0 * np.kron(ID, n_test[0]*SX + n_test[1]*SY + n_test[2]*SZ))
assert np.allclose(project(H_test), H_eff)
assert np.allclose(H_test @ basis, basis @ H_eff)  # closed subspace

# Transverse field leaves the equilateral doublets degenerate
for x in (0.1, 5.0, 40.0):
    E = levels(J, 0, D, x, x_axis)[:4] + 0.75 * J
    half = np.sqrt(3 * D**2 + x**2) / 2
    assert np.allclose(E, [-half, -half, half, half], atol=1e-10)

# Distorted triangle: gap and g values, both doublets, several azimuths
for d_t, D_t in [(20, 10), (-20, 10), (5, -10), (40, 10)]:
    gap_formula = np.sqrt(d_t**2 + 3 * D_t**2)
    assert np.isclose(zero_field_gap(J, d_t, D_t), gap_formula, atol=1e-10)
    for phi in (0.0, 0.7, 1.9):
        n = (np.cos(phi), np.sin(phi), 0)
        assert np.allclose(doublet_g(J, d_t, D_t, g, n),
                           g * abs(d_t) / gap_formula, atol=1e-6)
    assert np.allclose(doublet_g(J, d_t, D_t, g, z_axis), g, atol=1e-8)

# Levels at arbitrary transverse field
for x in (3.0, 20.0, 55.0):
    E = levels(J, delta, D, x, x_axis)[:4] + 0.75 * J + delta / 4
    roots = [np.sqrt(3 * D**2 + (delta + s * x)**2) / 2 for s in (1, -1)]
    assert np.allclose(E, sorted(roots + [-r for r in roots]), atol=1e-10)

# Transition amplitudes with the static field along z
gap = zero_field_gap(J, delta, D)
_, vec = np.linalg.eigh(hamiltonian(J, delta, D, 0.01, z_axis))
amplitudes = np.abs(vec[:, 0].conj() @ total[0] @ vec)
intra, inter = amplitudes[1], max(amplitudes[2:4])
assert np.isclose(intra, delta / (2 * gap), atol=1e-8)
assert np.isclose(inter, np.sqrt(3) * D / (2 * gap), atol=1e-8)

# Resonance inside the lower doublet at finite frequency
mu_B = const.value('Bohr magneton') / (const.h * const.c * 100)
GHz = 1e9 / (const.c * 100)


def spacing(x):
    E = levels(J, delta, D, x, x_axis)
    return E[1] - E[0]


resonances = []
for frequency in (9.5, 285.0):
    eps = frequency * GHz
    x_res = brentq(lambda x: spacing(x) - eps, 0, 100, xtol=1e-11)
    g_eff = g * eps / x_res
    assert np.isclose(g_eff, g * np.sqrt((delta**2 - eps**2)
                                         / (gap**2 - eps**2)), atol=1e-7)
    resonances.append((frequency, eps, x_res / (g * mu_B), g_eff))
scan = np.array([spacing(x) for x in np.linspace(0, 100, 201)])
assert np.all(np.diff(scan) > 0) and scan[-1] < delta

# Unequal D_ij with the same mean: only weak quartet mixing remains
D_unequal = np.array([12.0, 9.0, 9.0])
gap_unequal = zero_field_gap(J, delta, D_unequal)
g_unequal = doublet_g(J, delta, D_unequal, g, x_axis)[0]
g_perp = doublet_g(J, delta, D, g, x_axis)[0]
assert abs(gap_unequal - gap) < (12.0 - 9.0)**2 / J
assert abs(g_unequal - g_perp) < 1e-3

E0, E1 = levels(J, 0, D), levels(J, delta, D)
gap0 = E0[2] - E0[0]
print(f"J = {J:.1f} cm^-1, D_z = {D:.1f} cm^-1, g = {g:.2f}")
print(f"Bohr magneton = {mu_B:.6f} cm^-1/T")
print("Equilateral triangle, delta = 0")
print(f"  lower doublet energy = {E0[0]:.4f} cm^-1")
print(f"  upper doublet energy = {E0[2]:.4f} cm^-1")
print(f"  quartet energy = {E0[4]:.4f} cm^-1")
print(f"  doublet splitting = {gap0:.4f} cm^-1 = {gap0 / GHz:.2f} GHz")
print(f"  g_par = {doublet_g(J, 0, D, g, z_axis)[0]:.4f}")
print(f"  g_perp = {abs(doublet_g(J, 0, D, g, x_axis)[0]):.4f}")
print(f"Isosceles triangle, delta = {delta:.1f} cm^-1")
print(f"  lower doublet energy = {E1[0]:.4f} cm^-1")
print(f"  upper doublet energy = {E1[2]:.4f} cm^-1")
print(f"  quartet energy = {E1[4]:.4f} cm^-1")
print(f"  doublet splitting = {gap:.4f} cm^-1 = {gap / GHz:.2f} GHz")
print(f"  g_par = {doublet_g(J, delta, D, g, z_axis)[0]:.4f}")
print(f"  g_perp = {g_perp:.4f}, ratio g_perp/g = {g_perp / g:.4f}")
print(f"  S_x amplitude within doublet, B along z = {intra:.4f}")
print(f"  S_x amplitude between doublets, B along z = {inter:.4f}")
print("Distortion table: delta (cm^-1), splitting (cm^-1), g_perp")
for d in (0.0, 5.0, 10.0, 20.0, 40.0):
    gp = abs(doublet_g(J, d, D, g, x_axis)[0])
    print(f"  {d:5.1f}  {zero_field_gap(J, d, D):8.4f}  {gp:.4f}")
print("Transverse resonance within lower doublet, delta = 20 cm^-1")
for frequency, eps, field, g_eff in resonances:
    print(f"  {frequency:.1f} GHz = {eps:.4f} cm^-1: "
          f"B = {field:.4f} T, g_eff = {g_eff:.4f}")
print(f"  spacing at Zeeman energy 100 cm^-1 = {scan[-1]:.4f} cm^-1")
print("Unequal D_12, D_23, D_31 = "
      + ", ".join(f"{d:.1f}" for d in D_unequal) + " cm^-1")
print(f"  change of splitting = {gap_unequal - gap:.5f} cm^-1")
print(f"  change of g_perp = {g_unequal - g_perp:.6f}")
print("OK")
```

It prints:

```
J = 200.0 cm^-1, D_z = 10.0 cm^-1, g = 2.00
Bohr magneton = 0.466864 cm^-1/T
Equilateral triangle, delta = 0
  lower doublet energy = -158.6603 cm^-1
  upper doublet energy = -141.3397 cm^-1
  quartet energy = 150.0000 cm^-1
  doublet splitting = 17.3205 cm^-1 = 519.26 GHz
  g_par = 2.0000
  g_perp = 0.0000
Isosceles triangle, delta = 20.0 cm^-1
  lower doublet energy = -168.2288 cm^-1
  upper doublet energy = -141.7712 cm^-1
  quartet energy = 155.0000 cm^-1
  doublet splitting = 26.4575 cm^-1 = 793.18 GHz
  g_par = 2.0000
  g_perp = 1.5119, ratio g_perp/g = 0.7559
  S_x amplitude within doublet, B along z = 0.3780
  S_x amplitude between doublets, B along z = 0.3273
Distortion table: delta (cm^-1), splitting (cm^-1), g_perp
    0.0   17.3205  0.0000
    5.0   18.0278  0.5547
   10.0   20.0000  1.0000
   20.0   26.4575  1.5119
   40.0   43.5890  1.8353
Transverse resonance within lower doublet, delta = 20 cm^-1
  9.5 GHz = 0.3169 cm^-1: B = 0.4490 T, g_eff = 1.5118
  285.0 GHz = 9.5066 cm^-1: B = 14.2862 T, g_eff = 1.4253
  spacing at Zeeman energy 100 cm^-1 = 19.6950 cm^-1
Unequal D_12, D_23, D_31 = 12.0, 9.0, 9.0 cm^-1
  change of splitting = 0.00346 cm^-1
  change of g_perp = 0.000182
OK
```
